# Edwards-Wilkinson smoothing from a downhill current in mass-conserving deposition

## Definitions and conventions

Consider growth on a ring of $L$ columns with lattice spacing $a=1$. The integer height $h_i$ is counted in layers, and atoms arrive at a mean rate $F$ per column, so the deposited dose is $\theta=Ft$. Every atom sticks and raises one column by one layer; there is no evaporation and there are no voids. "Mass-conserving" means here that relaxation moves material without creating or destroying it. The beam itself adds mass.

The slope on bond $(i,i+1)$ is $s_i=h_{i+1}-h_i$, and $(\Delta h)_i=h_{i+1}-2h_i+h_{i-1}$. For $k=2\pi n/L$, with $n$ the mode number,

$$h_k=\frac1{\sqrt L}\sum_j h_j e^{-ikj},\qquad S(k)=\langle|h_k|^2\rangle,\qquad \hat k^2=4\sin^2(k/2).$$

Since $e^{ik}+e^{-ik}-2=-\hat k^2$, the transform of $\Delta h$ is $-\hat k^2h_k$. The squared roughness is $W^2=L^{-1}\sum_{k\ne0}S(k)$. Growth starts from a flat surface unless stated otherwise.

## What happens, and why conservation permits it

Let $j$ be the surface current caused by relaxation, positive to the right. Conservation of material gives

$$\partial_t h=F-\partial_x j+\eta ,\qquad \langle\eta(x,t)\eta(x',t')\rangle=F\,\delta(x-x')\,\delta(t-t'),$$

where $\eta$ is the shot noise of the beam. Conservation requires the relaxation term to be a divergence and says nothing more about its form. If the current runs downhill in proportion to the slope, $j=-\nu\,\partial_xh$ with $\nu>0$, then

$$\partial_t h=F+\nu\,\partial_x^2h+\eta .$$

This is the Edwards-Wilkinson equation. Its Laplacian is the divergence of a slope current, so it redistributes material and leaves the total unchanged. Because each column receives $F$ on average whatever the overall tilt, the mean growth rate contains no term in $(\partial_xh)^2$.

Conservation alone does not guarantee this equation. Suppose that the current is driven by a chemical potential derived from a smooth surface free energy $\int f(\partial_xh)\,dx$. Variation with respect to $h$ gives $\mu=-\partial_xf'(\partial_xh)=-f''\,\partial_x^2h$. A uniform slope has constant $\mu$ and carries no current. With $j=-M\partial_x\mu$ and constant mobility $M$, the linear relaxation term is $-Mf''(0)\,\partial_x^4h$: also conserving, but not Edwards-Wilkinson. The Laplacian needs a current that survives on a uniform slope, and here deposition supplies it.

## A biased rule that can be solved

Let an atom arrive on a randomly chosen bond $(i,i+1)$. It joins the left column with probability

$$P_{\rm left}=\tfrac12(1+b s_i),$$

cut off to the interval $[0,1]$, and otherwise the right column. If $s_i>0$ the left column is the lower one, so $b>0$ is a downhill bias.

Column $i$ gains atoms from two bonds. It is the left end of bond $(i,i+1)$ and the right end of bond $(i-1,i)$. Below the cutoff its rate is therefore

$$r_i=\frac F2(1+bs_i)+\frac F2(1-bs_{i-1})
=F+\frac{Fb}{2}(s_i-s_{i-1})=F+\nu(\Delta h)_i,\qquad \nu=\frac{Fb}{2}.$$

In dimensional form $\nu=Fba^2/2$. Measured from an even division of the atoms on each bond, the excess delivered to the right is $-(Fb/2)s_i$. This is the current $j=-\nu s_i$. It exists only while atoms arrive, so in this model $\nu$ is proportional to $F$ and smoothing stops with the beam.

For $k\ne0$ the constant $F$ has no Fourier component, and the mean obeys

$$\frac{d\langle h_k\rangle}{dt}=-\nu\hat k^2\langle h_k\rangle .$$

For the fluctuations, an event at column $m$ changes $h_k$ by $L^{-1/2}e^{-ikm}$. Expanding $|h_k+L^{-1/2}e^{-ikm}|^2-|h_k|^2$ and averaging over events gives

$$\frac{dS}{dt}=2\,{\rm Re}\Big\langle h_k^*\frac1{\sqrt L}\sum_m r_m e^{-ikm}\Big\rangle+\frac1L\sum_m\langle r_m\rangle .$$

The first sum is the transform of the rates, $-\nu\hat k^2h_k$. In the second, the Laplacian sums to zero around the ring and leaves $F$. Hence

$$\frac{dS}{dt}=-2\nu\hat k^2S+F,\qquad
S(k,t)=F\,\frac{1-e^{-2\nu\hat k^2t}}{2\nu\hat k^2}.$$

This is the lattice Edwards-Wilkinson spectrum, obtained without a continuum approximation. The one approximation is neglect of the cutoff at $|s|=1/b$. Its importance can be estimated from the slopes. Their spectrum is $\hat k^2S$, which tends to $F/(2\nu)=1/b$, so

$$\langle s^2\rangle=\frac1L\sum_{k\ne0}\frac1b=\frac{1-1/L}{b}.$$

The cutoff lies about $1/\sqrt b$ standard deviations out and is rarely reached when $b$ is small. A master equation for three columns, with the cutoff retained, tests this: at $b=0.05$ and a dose of 20 layers it gives $W^2=4.22317$ layer$^2$, equal to the formula to the digits printed.

## How large the roughness becomes

**Early growth.** For $\nu t\ll1$ no mode has relaxed. Every $S(k)$ with $k\ne0$ is close to $Ft$, and $W^2\simeq Ft(1-1/L)$, as in random deposition.

**Intermediate growth.** The longest mode of $S$ relaxes in a time $\tau_L=1/[8\nu\sin^2(\pi/L)]\simeq L^2/(8\pi^2\nu)$. For $1/\nu\ll t\ll\tau_L$ the mode sum becomes an integral in which small $k$ dominates. Differentiating $S$ with respect to time removes the denominator:

$$\frac{dW^2}{dt}\simeq F\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-2\nu k^2t}
=\frac{F}{2\pi}\sqrt{\frac{\pi}{2\nu t}}=\frac{F}{2\sqrt{2\pi\nu t}} .$$

Integration gives, at leading order,

$$W^2\simeq F\sqrt{\frac{t}{2\pi\nu}},\qquad W\propto t^{1/4}.$$

**Saturation.** For $t\gg\tau_L$ one needs $A=L^{-1}\sum_{k\ne0}1/\hat k^2$. This is the value at the origin of the zero-mean function $g_j$ that solves $-\Delta g=\delta_{j0}-1/L$. The solution is

$$g_j=A-\frac{j(L-j)}{2L},\qquad 0\le j\le L .$$

Away from the origin the quadratic part gives $-\Delta g=-1/L$. At the origin, $2(g_0-g_1)=(L-1)/L$, as required. Zero mean fixes

$$A=\frac1{2L^2}\sum_{j=0}^{L-1}j(L-j)=\frac1{2L^2}\,\frac{L(L^2-1)}6=\frac{L^2-1}{12L},$$

and therefore

$$W^2_{\rm sat}=\frac{F}{2\nu}A=\frac{F(L^2-1)}{24\nu L}.$$

For large $L$, $W_{\rm sat}\propto L^{1/2}$. Both exponents, 1/4 and 1/2, belong to one-dimensional substrates.

## A worked case with controls

Take round model parameters: $L=32$, $b=0.05$, $F=0.1$ layer/s and a dose of 400 layers, which takes 4000 s. Then

$$\nu=\tfrac12(0.1)(0.05)=0.0025\ a^2/{\rm s},$$

or $\nu/F=0.025\ a^2$/layer. For mode 4, $\hat k^2=4\sin^2(\pi/8)=0.586$. The exponent $2(\nu/F)\hat k^2\theta=0.05\times0.586\times400=11.7$ shows that this mode has relaxed, and the prediction is $S=1/(0.05\times0.586)=34.1$ layer$^2$. Atom-by-atom growth of 2000 surfaces gives 33.7.

Two other conserving rules received the same dose. One has $b=0$. The other replaces the slope by a difference of $\mu_i=-(\Delta h)_i$, so that $P_{\rm left}=\frac12[1+c(\mu_{i+1}-\mu_i)]$. The same counting of two bonds gives

$$r_i=F+\frac{Fc}{2}(\Delta\mu)_i=F-K(\Delta^2h)_i,\qquad K=\frac{Fc}{2}.$$

Its spectrum follows by replacing $\nu\hat k^2$ with $K\hat k^4$. The value used is $c=0.02$.

| Rule | $W^2$, simulated | $W^2$, formula |
|---|---:|---:|
| Slope bias | 38.0 | 37.8 |
| No bias | 384.8 | 387.5 |
| Curvature bias | 81.9 | 82.9 |

The entries are in layer$^2$. Slope bias lowers $W$ from 19.6 to 6.2 layers relative to unbiased growth. The order of the two biased rules depends on the chosen $b$, $c$, size and dose; it is their spectra that tell them apart. From mode 4 to mode 8, $S$ falls by a factor $33.7/9.9=3.4$ under slope bias, which matches the ratio of $1/\hat k^2$, namely $2/0.586=3.4$. Under curvature bias it falls by $138.9/12.5=11.1$. The stationary $1/\hat k^4$ law would give 11.7, and mode 4 is still slightly short of stationarity.

Individual modes scatter more than $W^2$. Mode 2 under slope bias is 129.4 against a predicted 125.1 layer$^2$, an excess of 3.4% over the prediction; the sampling error of one mode is about 2.2%.

The intermediate power law would give $W^2=\sqrt{400/(2\pi\times0.025)}=50.5$ layer$^2$, well above 37.8. Almost all of the gap is the uniform mode, which the integral includes and $W^2$ omits; it accounts for $\theta/L=12.5$ layer$^2$. As a fraction of the power law this is $\sqrt{2\pi\nu t}/L=0.25$. The dose of 400 layers is comparable with $F\tau_L=520$ layers, and $W^2$ has already reached 71% of its saturated value of 53.3 layer$^2$, so this ring is at the crossover to saturation. The fraction equals $\sqrt{t/(4\pi\tau_L)}$ and falls only as the square root of $t/\tau_L$, so a much larger ring is needed. On a ring of 65,536 columns after 4000 layers, the full sum gives 159.5 and the power law 159.6 layer$^2$.

The sign of the current decides between smoothing and instability. A ripple in mode 4 was followed for 10 layers. Its amplitude fell to 0.865 of the initial value for $b=0.05$ and rose to 1.160 for $b=-0.05$; the formulas give 0.864 and 1.158. With uphill bias the linear description ends once slopes reach the cutoff.

## When the microscopic rule is not linear

An atom need not sense the size of a height difference. In a threshold rule it chooses the lower column with probability $(1+p)/2$, and ties are broken evenly. The mean current is then

$$j=-\frac{Fp}{2}\langle{\rm sgn}\,s\rangle .$$

Each term jumps at $s=0$, but averaging over a rough surface can make the mean current vary smoothly with an imposed tilt $m$. Left-right symmetry makes $j$ odd in $m$, so a smooth current starts as $j\simeq-\nu_{\rm eff}m$. At long wavelength this suggests $S\simeq F/(2\nu_{\rm eff}\hat k^2)$. That step is an effective description, supported below by a numerical test and not by a proof.

For $p=0.8$ and $L=32$, a tilt of 0.25 layer per spacing gives $j/F=-0.0390\,a$, hence $\nu_{\rm eff}/F=0.0390/0.25=0.156\ a^2$/layer. This value predicts $S=83.5$ layer$^2$ for mode 1 of an untilted surface, and the simulation gives 82.3. The difference of about 1.5% is within the sampling error of the simulated mode, roughly 2%; the finite tilt can also shift $\nu_{\rm eff}$ from its zero-tilt value.

An exact stationary relation checks the simulation separately. Adding an atom to column $i$ changes $\sum_l(h_l-\bar h)^2$ by $2(h_i-\bar h)+1-1/L$, where $\bar h$ is the mean height. Multiply by the rate $r_i=F+\frac{Fp}{2}({\rm sgn}\,s_i-{\rm sgn}\,s_{i-1})$ and sum over $i$. Shifting the index in the last term turns the first contribution into $-Fp\sum_i|s_i|$; the second is $F(L-1)$. Their averages cancel in the stationary state, so

$$\langle|s|\rangle=\frac{1-1/L}{p}.$$

This gives 1.2109 layers, against 1.2114 in the simulation.

## What to do in practice

**Measure the current on tilted surfaces.** In a simulation, impose several small tilts and record the net displacement of atoms. A downhill current linear in tilt gives $\nu$ directly. An uphill current signals instability. If the linear coefficient vanishes, higher derivatives or nonlinear terms must be examined.

**Test the spectrum where modes have relaxed.** Plot $\hat k^2S$ for long-wavelength modes with $2\nu\hat k^2t\gg1$. A plateau at $F/(2\nu)$ supports Edwards-Wilkinson smoothing and should agree with the $\nu$ found from the current. After growth from a flat surface, modes that have barely begun to relax under any of the three rules above all have $S\simeq Ft$ and cannot tell the rules apart.

**Check the size before fitting an exponent.** The growth law $t^{1/4}$ requires $1/\nu\ll t\ll\tau_L\simeq L^2/(8\pi^2\nu)$. Up to times of order $\tau_L$, the omitted uniform mode lowers $W^2$ by a fraction $\sqrt{2\pi\nu t}/L$ of the power law, so the upper limit must be met by a wide margin. Otherwise, compare with the full mode sum.

**Keep the omissions in view.** Crystal steps, island nucleation and thermal detachment are absent here. They can change the current, so $\nu$ has to be determined for the growth conditions of interest. The remaining values are in the numerical output.

## Calculated quantities

```
MODEL
ring size L = 32 columns; bias b = 0.05 per layer
flux F = 0.1 layer/s; dose = 400 layers
growth time = 4000 s; replicas = 2000
nu/F = 0.0250 a^2/layer; nu = 0.00250 a^2/s
THREE COLUMNS, MASTER EQUATION
dose 5 layers: W^2 master = 2.34504, formula = 2.34504 layer^2
dose 20 layers: W^2 master = 4.22317, formula = 4.22317 layer^2
RIPPLE, mode 4, dose 10 layers
initial amplitude = 4.121 layers
downhill: amplitude ratio = 0.865, formula = 0.864
uphill: amplitude ratio = 1.160, formula = 1.158
SPECTRA AND ROUGHNESS after 400 layers, L = 32
curvature rule: c = 0.02 per layer, K/F = 0.010 a^4/layer
slope bias: W^2 = 38.00, formula = 37.80 layer^2
  mode 2: S = 129.4, formula = 125.1 layer^2
  mode 4: S = 33.7, formula = 34.1 layer^2
  mode 8: S = 9.9, formula = 10.0 layer^2
  bonds at or past the cutoff: fraction 0.0e+00
no bias: W^2 = 384.80, formula = 387.50 layer^2
  mode 2: S = 403.1, formula = 400.0 layer^2
  mode 4: S = 393.7, formula = 400.0 layer^2
  mode 8: S = 384.2, formula = 400.0 layer^2
curvature bias: W^2 = 81.93, formula = 82.89 layer^2
  mode 2: S = 369.7, formula = 365.1 layer^2
  mode 4: S = 138.9, formula = 136.4 layer^2
  mode 8: S = 12.5, formula = 12.5 layer^2
LIMITS OF THE MODE SUM
L = 65536, 4000 layers: W^2 sum = 159.47, power law = 159.58 layer^2
growth exponent beta from doubled dose = 0.2500
saturated W^2, L = 32: sum = 53.281, formula = 53.281 layer^2
relaxation dose of S, mode 1 = 520 layers, time = 5204 s
THRESHOLD RULE, p = 0.8, L = 32
tilt = 0.25 layer/a; current/F = -0.0390 a
effective nu/F = 0.1558 a^2/layer
mode 1, untilted: S = 82.3, from nu = 83.5 layer^2
mean |s| = 1.2114, identity = 1.2109 layers
```
